\section*{Link-life spread from single-link and 100-link chain medians}

\section*{Question}

I have electromigration lives for two kinds of copper test structure. One kind contains a single link. The other is a chain of 100 such links in series. Both were stressed at the same temperature and current density. The median life is 100 h for the single links and 50 h for the chains, so the single links last twice as long.

I am asked to assume that the link lives are lognormal and independent, and to find their logarithmic standard deviation from these two medians. I do not see how two medians can fix a spread. I also expected a much larger penalty: with a constant failure rate per link, 100 links in series should fail 100 times sooner, not twice as soon. What connects the factor of two to the width of the distribution, and how far can I trust the answer?

\section*{Answer}

The chain fails when its weakest link fails, so its median life tells you where the early tail of the link distribution lies. The single-link median tells you where the centre lies. Once the shape of the distribution is assumed, the distance between these two points fixes its width.

\subsection*{From the chain median to a link quantile}

Let $F(t)$ be the probability that one link has failed by time $t$. I take the $N$ links of a chain to be identical in distribution and independent, and I count the chain as failed at its first link failure. The chain survives to time $t$ if every link does, and for independent links the probabilities multiply:
\begin{equation}
S_N(t)=[1-F(t)]^N .
\end{equation}
At the chain median $t_N$ the survival is one half. Taking the $N$th root gives
\begin{equation}
1-F(t_N)=2^{-1/N},\qquad
p\equiv F(t_N)=1-2^{-1/N}.
\end{equation}
For $N=100$ this is $p=0.0069075$. Half of the chains have failed when only about 0.7\% of single links would have failed. Writing $2^{-1/N}=e^{-(\ln 2)/N}$ and expanding for large $N$ gives $p\simeq(\ln 2)/N=0.0069315$, which is already close.

No distribution has been assumed so far. Now let $\ln T$ be normal, with standard deviation $\sigma$ and mean $\ln t_1$, where $T$ is the link life. The normal distribution is symmetric, so $t_1$ is the median link life. With $\Phi$ the standard normal distribution function,
\begin{equation}
F(t)=\Phi\!\left(\frac{\ln(t/t_1)}{\sigma}\right).
\end{equation}
Define the positive number $z_N$ by $\Phi(-z_N)=p$. Since $\Phi$ increases monotonically, equal values of $\Phi$ mean equal arguments:
\begin{equation}
\frac{\ln(t_N/t_1)}{\sigma}=-z_N .
\end{equation}
With $R=t_1/t_N$, we have $\ln(t_N/t_1)=-\ln R$. The minus signs cancel, leaving
\begin{equation}
\sigma=\frac{\ln R}{z_N}.
\label{eq:sigma}
\end{equation}

\subsection*{The number}

To find $z_N$, write $Q(x)=1-\Phi(x)$ for the upper tail and $\varphi(x)$ for the normal density. By symmetry $Q(z_N)=p$. The derivative of $Q(x)-p$ is $-\varphi(x)$, so Newton's rule reads
\begin{equation}
x_{\rm new}=x-\frac{Q(x)-p}{-\varphi(x)}
=x+\frac{Q(x)-p}{\varphi(x)} .
\end{equation}
Starting from $x=2.5$,
\begin{equation}
x_{\rm new}=2.5+\frac{0.0062097-0.0069075}{0.0175283}=2.4602 .
\end{equation}
A second step gives 2.4620, which agrees with the quantile to the digits shown. Therefore
\begin{equation}
\sigma=\frac{\ln 2}{2.4620}=\frac{0.69315}{2.4620}=0.28 .
\end{equation}
As a check, I simulated 400,000 single links with this $\sigma$ and 40,000 chains, link by link. The medians were 100.03 h and 49.94 h.

\subsection*{Why the penalty is two and not one hundred}

Equation~\eqref{eq:sigma} can be read as $R=e^{\sigma z_N}$. If $\sigma\to0$, all links fail together and $R\to1$, however long the chain. For $N=1$, $p=1/2$ and $z_N=0$, so $R=1$ for any $\sigma$ and the ratio carries no information about the width.

For very long chains, integration by parts gives $Q(x)\simeq\varphi(x)/x$ at large $x$. Setting this equal to $(\ln2)/N$ and taking logarithms,
\begin{equation}
\frac{z_N^2}{2}\simeq \ln N-\ln z_N-\tfrac12\ln(2\pi)-\ln(\ln2).
\end{equation}
The leading behaviour is $z_N\sim\sqrt{2\ln N}$, a slow growth. At $N=100$ the leading term alone gives 3.03 instead of 2.46, so it shows the trend but should not be used to find $\sigma$ here.

Your factor of 100 belongs to a different law. Consider Weibull links, with survival $\exp[-(t/\eta)^\beta]$. The chain survival is
\begin{equation}
\left\{\exp[-(t/\eta)^\beta]\right\}^N
=\exp\!\left[-\left(\frac{t}{\eta N^{-1/\beta}}\right)^\beta\right].
\end{equation}
This is the same law with its time scale divided by $N^{1/\beta}$, so $R=N^{1/\beta}$. A constant failure rate is the case $\beta=1$, which gives $R=100$. Links that wear out within a narrow range of times have few early failures, and the penalty is much smaller.

\subsection*{What the ratio does not tell you}

The value 0.28 depends on the lognormal assumption. If the links were Weibull, the same ratio would give
\begin{equation}
\beta=\frac{\ln N}{\ln R}=\frac{\ln100}{\ln2}=6.64 .
\end{equation}
To compare widths, write $T=\eta W^{1/\beta}$, where $W$ has the unit exponential distribution. Then $\ln T=\ln\eta+(\ln W)/\beta$. The average of $W^s=e^{s\ln W}$ is $\Gamma(1+s)$, so the variance of $\ln W$ is the second derivative of $\ln\Gamma(1+s)$ at $s=0$, which is $\sum_{k\ge1}k^{-2}=\pi^2/6$. The logarithmic standard deviation is therefore
\begin{equation}
\frac{\pi}{\beta\sqrt6}=0.19 ,
\end{equation}
well below 0.28. Two medians cannot choose between the laws, but a third chain length can help to tell them apart, if the medians are measured precisely enough. For 1000 links, $z_N=3.198$, and lognormal links predict $100\,e^{-0.2815\times3.198}=41$ h. Weibull links predict $100\times1000^{-1/6.644}=35$ h.

The spread of the chain lives is also a different quantity from $\sigma$. In the variable $x=\ln(t/t_1)/\sigma$, the chain survival is $Q(x)^N$. Differentiating and changing the sign gives the density
\begin{equation}
g_N(x)=N\varphi(x)Q(x)^{N-1}.
\end{equation}
For $N=100$ its standard deviation is 0.429, so the logarithmic standard deviation of chain life is $0.429\times0.2815=0.12$. Nor is the chain life lognormal. In its far lower tail, the logarithm of the failed fraction behaves as $-x^2/2$; in its far upper tail, the logarithm of the surviving fraction behaves as $-Nx^2/2$. A normal distribution would have the same coefficient in both tails.

\subsection*{Sampling error}

Suppose each median comes from $n=31$ specimens. Near the true median, the observed failed fraction scatters by $\sqrt{\tfrac12\cdot\tfrac12/n}=1/(2\sqrt n)$. Dividing by the slope $f$ of the distribution function of $\ln T$ turns this into a scatter of the median:
\begin{equation}
\delta(\ln t_{\rm median})\simeq\frac{1}{2f\sqrt n}.
\end{equation}
For single links, $f=\varphi(0)/\sigma$. For chains, $f=g_N(-z_N)/\sigma$. Since $(1-p)^N=1/2$, this becomes
\begin{equation}
f=\frac{N\varphi(z_N)(1-p)^{N-1}}{\sigma}
=\frac{N\varphi(z_N)}{2(1-p)\sigma}.
\end{equation}
The errors are 0.063 for single links and 0.026 for chains. The two samples are independent, so the variances add, and equation~\eqref{eq:sigma} divides the result by $z_N$:
\begin{equation}
\delta\sigma\simeq\frac{\sqrt{0.0634^2+0.0261^2}}{2.462}=0.028 .
\end{equation}
Repeating the whole experiment 3000 times in simulation gave the same 0.028. That is a standard error of about 10\% of $\sigma$. Most of it comes from the single links, so at equal cost per specimen the extra ones are better spent there, until single links outnumber chains by about the ratio of the two errors, $0.063/0.026\approx2.4$.

\subsection*{Real copper lines}

The 100 h and 50 h are round numbers, and $\sigma$ depends on their ratio alone. For accelerated tests of copper damascene lines, a temperature of 573 K and an activation energy $E_a=0.9$ eV are rough typical values. Real structures can break the assumptions in several ways. The sizes below are for illustrative departures, taken one at a time with the measured ratio held at two.

\paragraph{Unequal temperature.} Suppose the chain runs 2 K hotter than the single link, at equal current density. With life proportional to $\exp(E_a/kT)$, where $T$ is now temperature and $k$ is Boltzmann's constant, each chain link ages faster by
\begin{equation}
A=\exp\!\left[\frac{E_a}{k}\left(\frac1T-\frac1{T+\Delta T}\right)\right]=1.065 .
\end{equation}
The chain median is then $t_N=(t_1/A)e^{-\sigma z_N}$, so $\ln R=\ln A+\sigma z_N$ and
\begin{equation}
\sigma=\frac{\ln R-\ln A}{z_N}=0.26 .
\end{equation}
Part of the factor of two was heating, not statistics.

\paragraph{Shared variation.} Links in one chain may share a film thickness or a process history. Let a fraction $\rho$ of the variance of $\ln T$ be common to the chain, with the total variance the same for single links. Given the common normal variable $u$, the links are independent, so the median position $x=-z_\rho$ satisfies
\begin{equation}
\int_{-\infty}^{\infty}\varphi(u)\,
Q\!\left(\frac{-z_\rho-\sqrt\rho\,u}{\sqrt{1-\rho}}\right)^{N}du=\frac12 .
\end{equation}
For $\rho=0.2$ this gives $z_\rho=2.23$ and a total $\sigma=\ln2/2.23=0.31$. Shared variation moves whole chains together and does not help to produce a weakest link, so a larger total spread is needed for the same ratio.

\paragraph{A missed first failure.} One damaged link may change the resistance of a long chain too little to meet the failure criterion. If the second link failure is the one recorded, the chain counts as alive with zero or one failed link:
\begin{equation}
(1-p)^N+Np(1-p)^{N-1}=\frac12 .
\end{equation}
The solution is $p=0.0167$, with quantile 2.13, and $\sigma=\ln2/2.13=0.33$.

\paragraph{A weak subpopulation.} Suppose a group of defective links, and not the tail of the main population, supplied the 0.69\% of links that fail by 50 h. About half of the chains would then have failed by 50 h, as observed, even if the main population were much narrower than equation~\eqref{eq:sigma} suggests. The ratio would reflect the defects, not the width of the main population. A plot of the full failure distribution of the chains is the place to look for such a group: 31 single links would include a defective one with probability only $1-(1-0.0069)^{31}\approx0.19$.

For your data, then, the answer is $\sigma\approx0.28$ for the links, given independent lognormal lives, equal stress and detection of the first failure. The three real-line departures sized here, each taken alone and at the illustrative size chosen, move it to between 0.26 and 0.33, comparable with the sampling error for 31 specimens of each kind. Larger or combined departures can move it further, and the assumed shape matters more: Weibull links give 0.19, about three standard errors away. The numerical output below gives the values to more digits.

\section*{Numbers as computed}
\begin{verbatim}
Single-link median: 100.0 h
Chain median: 50.0 h
Links per chain: 100
Median ratio R: 2.000
ln R: 0.69315
Link failed fraction at chain median p: 0.0069075
Approximation (ln 2)/N: 0.0069315
Normal tail Q(2.5): 0.0062097
Normal density at 2.5: 0.0175283
Newton first iterate: 2.46019
Newton second iterate: 2.46203
Quantile z: 2.46204
Link log standard deviation sigma: 0.2815
Chain median by density integration: 50.0000 h
Simulated single-link median: 100.03 h
Simulated chain median: 49.94 h
Chain spread / link spread: 0.4294
Chain log standard deviation: 0.1209
Specimens of each kind: 31
Error of ln single-link median: 0.0634
Error of ln chain median: 0.0261
Standard error of sigma, formula: 0.0278
Standard error of sigma, simulated: 0.0279
Weibull shape for same ratio: 6.6439
Weibull log standard deviation: 0.1930
Links in longer chain: 1000
Quantile z for longer chain: 3.19759
Longer-chain median, lognormal links: 40.65 h
Longer-chain median, Weibull links: 35.36 h
Test temperature: 573.15 K
Activation energy: 0.90 eV
Chain temperature offset: 2.0 K
Thermal acceleration of chain: 1.0654
sigma corrected for offset: 0.2558
Shared fraction of log variance: 0.20
Quantile with shared variation: 2.2260
Total sigma with shared variation: 0.3114
Rough estimate sigma/sqrt(1-rho): 0.3148
Link failed fraction, second failure: 0.016727
Quantile for second failure: 2.1266
sigma if second failure is recorded: 0.3259
\end{verbatim}
